# Plane-wave energy curves of a periodic well: fixed cutoff versus fixed basis: test program

```python
"""
Periodic zero-width well -A*delta(x), period L, one particle at k = 0, plus
a known repulsion U(L) = B*exp(-beta*L).  Hartree atomic units.
Result under test: with plane waves |m| <= M the energy curve is smooth but
its minimum is displaced (Pulay stress); with a fixed cutoff Ec the curve
jumps down at L = 2*pi*m/Gc, Gc = sqrt(2*Ec), and its raw minimum is
uncertain by about half a jump spacing; the smooth curve through the teeth
is that of a weaker well, 1/A_eff = 1/A + 2/(pi*Gc).
kappa: energy = -kappa^2/2.  rho0: probability density at the well.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import BarycentricInterpolator
from scipy.linalg import eigvalsh
from scipy.optimize import brentq, minimize_scalar

A, B, BETA, CUTOFF = 1.0, 20.0, 2.0, 100.0
B_SECOND = 8.0
BOHR = physical_constants["Bohr radius"][0] * 1e10
HARTREE = physical_constants["Hartree energy in eV"][0]


def repulsion(L, b=B):
    return b * math.exp(-BETA * L)


def exact_kappa(L, a=A):
    return brentq(lambda k: k * math.tanh(k * L / 2) - a, 1e-6, 20, xtol=1e-14)


def exact_total(L, a=A, b=B):
    return -exact_kappa(L, a) ** 2 / 2 + repulsion(L, b)


def exact_slope(L, a=A, b=B):
    k = exact_kappa(L, a)
    return k**3 / (math.sinh(k * L) + k * L) - BETA * repulsion(L, b)


def exact_minimum(a=A, b=B):
    return brentq(lambda L: exact_slope(L, a, b), 1.5, 6.0, xtol=1e-13)


def density_at_well(L, a=A):
    k = exact_kappa(L, a)
    return math.cosh(k * L / 2) ** 2 / (L / 2 + math.sinh(k * L) / (2 * k))


def weaker(T):
    return 1 / (1 / A + T)


def diagonalize(L, M):
    """Lowest energy, its slope at fixed M, and |psi(0)|^2, from the matrix."""
    G = 2 * np.pi * np.arange(-M, M + 1) / L
    values, vectors = np.linalg.eigh(np.diag(G**2 / 2) - A / L)
    c = vectors[:, 0]
    kinetic = np.sum(c**2 * G**2) / 2
    slope = -(2 * kinetic + (values[0] - kinetic)) / L
    return values[0], slope, np.sum(c) ** 2 / L


def secular_energy(L, M):
    G2 = (2 * np.pi * np.arange(1, M + 1) / L) ** 2

    def condition(k):
        return 2 / L * (1 / k**2 + 2 * np.sum(1 / (G2 + k * k))) - 1 / A
    return -brentq(condition, 1e-3, 20, xtol=1e-14) ** 2 / 2


def basis_total(L, M):
    return secular_energy(L, M) + repulsion(L)


def basis_slope(L, M):
    return diagonalize(L, M)[1] - BETA * repulsion(L)


def basis_minimum(M):
    return brentq(lambda L: basis_slope(L, M), 2.0, 5.0, xtol=1e-12)


def cutoff_total(L, cutoff):
    """Basis selected from its definition: kinetic energy <= cutoff."""
    m = np.arange(0, 200)
    M = int(np.sum((2 * np.pi * m / L) ** 2 / 2 <= cutoff)) - 1
    return diagonalize(L, M)[0] + repulsion(L)


def jump_spacing(cutoff):
    return 2 * np.pi / math.sqrt(2 * cutoff)


def sawtooth_minimum(cutoff):
    """Lowest point of the fixed-cutoff curve, tooth by tooth."""
    s = jump_spacing(cutoff)
    best = (np.inf, 0.0, 0, False)
    for m in range(math.ceil(2.0 / s), int(5.5 / s) + 1):
        left = m * s
        inner = minimize_scalar(lambda L: basis_total(L, m), method="bounded",
                                bounds=(left, left + s), options={"xatol": 1e-7})
        best = min(best, (basis_total(left, m), left, m, True),
                   (inner.fun, inner.x, m, False))
    return best


def smooth_minimum(cutoff, b=B):
    return exact_minimum(weaker(2 / (np.pi * math.sqrt(2 * cutoff))), b)


def derivative(f, x, h=1e-4):
    return (f(x + h) - f(x - h)) / (2 * h)


# Converged reference: real-space grid, finite differences, uniqueness.
L_star = exact_minimum()
E_star = exact_total(L_star)
n = 600
h = L_star / n
grid_H = np.diag(np.full(n, 1 / h**2))
for i in range(n):
    grid_H[i, (i + 1) % n] = grid_H[(i + 1) % n, i] = -0.5 / h**2
grid_H[0, 0] -= A / h
grid_energy = eigvalsh(grid_H, subset_by_index=[0, 0])[0]
# the grid error is of order h^2, about 1e-5
assert abs(grid_energy + exact_kappa(L_star) ** 2 / 2) < 3e-5
for L in (2.3, 3.2, 4.5):
    assert abs(derivative(exact_total, L) - exact_slope(L)) < 1e-7
    by_strength = -derivative(lambda a: -exact_kappa(L, a) ** 2 / 2, A)
    assert abs(by_strength - density_at_well(L)) < 1e-6
signs = np.sign(np.diff([exact_total(L) for L in np.linspace(1.5, 6, 300)]))
assert np.sum(signs[1:] != signs[:-1]) == 1 and signs[0] < 0
curvature = derivative(exact_slope, L_star)
assert curvature > 0

# Plane waves: secular equation, fixed-basis slope, weaker-well picture.
for L, M in ((2.44, 5), (3.2, 7), (4.6, 10)):
    energy, slope, _ = diagonalize(L, M)
    assert abs(energy - secular_energy(L, M)) < 1e-11
    assert abs(slope - derivative(lambda x: diagonalize(x, M)[0], L)) < 1e-7
    a_eff = weaker(L / (np.pi**2 * (M + 0.5)))
    error = energy + exact_kappa(L) ** 2 / 2
    assert error > 0
    assert abs(energy + exact_kappa(L, a_eff) ** 2 / 2) < 0.01 * error

# Jumps of the fixed-cutoff curve, found by scanning.
Gc, spacing = math.sqrt(2 * CUTOFF), jump_spacing(CUTOFF)
step = 0.001
scan_L = np.arange(2.0, 5.0, step)
scan_E = np.array([cutoff_total(L, CUTOFF) for L in scan_L])
found = scan_L[np.where(np.diff(scan_E) < -0.002)[0]] + step / 2
orders = [m for m in range(1, 50) if 2.0 < m * spacing < scan_L[-1]]
assert len(found) == len(orders)
assert np.all(np.abs(found - spacing * np.array(orders)) < step)
jumps = []
for place, m in zip(found, orders):
    L = m * spacing
    before, _, psi2 = diagonalize(L, m - 1)
    drop = before - diagonalize(L, m)[0]
    estimate = 4 * A**2 * psi2 / (L * (Gc**2 - 2 * before))
    assert abs(estimate / drop - 1) < 0.03  # second-order perturbation theory
    jumps.append((m, place, L, drop, estimate))

# The minima.
M_fix = int(L_star / spacing)
L_fix = basis_minimum(M_fix)
check = minimize_scalar(lambda L: basis_total(L, M_fix), bounds=(2, 5),
                        method="bounded", options={"xatol": 1e-9})
assert abs(check.x - L_fix) < 1e-5
assert L_fix < L_star
E_raw, L_raw, M_raw, on_jump = sawtooth_minimum(CUTOFF)
assert abs(scan_L[np.argmin(scan_E)] - L_raw) < 2 * step
L_smooth = smooth_minimum(CUTOFF)
assert abs(L_smooth - L_star) < 0.1 * abs(L_fix - L_star)

# First-order displacement laws, tested close to convergence.
rho_slope = derivative(density_at_well, L_star)
rhoL_slope = derivative(lambda L: L * density_at_well(L), L_star)
M_big = 200
law = -A**2 * rhoL_slope / (np.pi**2 * curvature * (M_big + 0.5))
assert abs((basis_minimum(M_big) - L_star) / law - 1) < 0.04
L_second = exact_minimum(A, B_SECOND)
curv_second = derivative(lambda L: exact_slope(L, A, B_SECOND), L_second)
T_small = 2 / (np.pi * math.sqrt(2e5))
law = -A**2 * T_small * derivative(density_at_well, L_second) / curv_second
assert abs((smooth_minimum(1e5, B_SECOND) - L_second) / law - 1) < 0.04
bias_second = smooth_minimum(CUTOFF, B_SECOND) - L_second


# Remedy 1: Pulay slope from neighbouring basis sizes at the same L.
def pulay_slope(L, M):
    change = diagonalize(L, M + 1)[0] - diagonalize(L, M - 1)[0]
    return -(M + 0.5) * change / (2 * L)


a_eff = weaker(L_star / (np.pi**2 * (M_fix + 0.5)))
pulay_direct = basis_slope(L_star, M_fix) - exact_slope(L_star, a_eff)
pulay_estimate = pulay_slope(L_star, M_fix)
assert abs(pulay_estimate / pulay_direct - 1) < 0.05
L_corrected = brentq(lambda L: basis_slope(L, M_fix) - pulay_slope(L, M_fix),
                     2.0, 5.0)
assert abs(L_corrected - L_star) < 0.1 * abs(L_fix - L_star)

# Remedy 2: interpolate electronic energies taken at mid-tooth lengths.
middle = np.array([(m + 0.5) * spacing for m in range(5, 11)])
electronic = [cutoff_total(L, CUTOFF) - repulsion(L) for L in middle]
curve = BarycentricInterpolator(middle, electronic)
L_middle = minimize_scalar(lambda L: float(curve(L)) + repulsion(L),
                           bounds=(2.6, 4.4), method="bounded",
                           options={"xatol": 1e-8}).x
assert abs(L_middle - L_smooth) < 0.01

# Half-spacing rule over many cutoffs (0.6 allows for anharmonicity).
ratios, edge_count = [], 0
for cutoff in np.geomspace(100, 1600, 24):
    _, place, _, edge = sawtooth_minimum(cutoff)
    ratios.append((place - smooth_minimum(cutoff)) / jump_spacing(cutoff))
    edge_count += edge
assert max(np.abs(ratios)) < 0.6
assert min(ratios) < 0 < max(ratios)

print(f"A = {A} hartree bohr, B = {B} hartree, beta = {BETA} 1/bohr")
print(f"cutoff Ec = {CUTOFF} hartree, Gc = {Gc:.4f} 1/bohr")
print(f"jump spacing = {spacing:.4f} bohr")
print(f"converged minimum L* = {L_star:.4f} bohr = {L_star*BOHR:.4f} angstrom")
print(f"converged E(L*) = {E_star:.5f} hartree = {E_star*HARTREE:.4f} eV")
print(f"kappa at L* = {exact_kappa(L_star):.5f} 1/bohr")
print(f"real-space grid electronic energy at L* = {grid_energy:.5f} hartree")
print(f"curvature E'' at L* = {curvature:.5f} hartree/bohr^2")
print(f"rho0 at L* = {density_at_well(L_star):.5f} 1/bohr")
print(f"d rho0/dL at L* = {rho_slope:.5f} 1/bohr^2")
print(f"d(L rho0)/dL at L* = {rhoL_slope:.5f} 1/bohr")
print("jumps: m, scanned L, 2 pi m/Gc (bohr), drop, estimate (millihartree)")
for m, place, L, drop, est in jumps:
    print(f"  {m:2d} {place:.4f} {L:.4f} {1e3*drop:.3f} {1e3*est:.3f}")
print(f"fixed basis: M = {M_fix}, {2*M_fix+1} plane waves")
print("L (bohr); E converged, fixed cutoff, fixed basis, smooth (hartree)")
a_smooth = weaker(2 / (np.pi * Gc))
for L in (2.6, 2.8, 3.0, 3.2, 3.4, 3.6, 3.8, 4.0):
    print(f"  {L:.1f} {exact_total(L):.5f} {cutoff_total(L, CUTOFF):.5f}"
          f" {basis_total(L, M_fix):.5f} {exact_total(L, a_smooth):.5f}")
print(f"effective strength of smooth curve = {a_smooth:.5f} hartree bohr")
for name, L in (("fixed-basis", L_fix), ("raw fixed-cutoff", L_raw),
                ("smooth fixed-cutoff", L_smooth),
                ("Pulay-corrected", L_corrected), ("mid-tooth", L_middle)):
    print(f"{name} minimum = {L:.4f} bohr, error {100*(L/L_star-1):+.2f} %")
print(f"E at fixed-basis minimum = {basis_total(L_fix, M_fix):.5f} hartree")
print(f"E at raw cutoff minimum = {E_raw:.5f} hartree, M = {M_raw},"
      f" on a jump: {on_jump}")
print(f"Pulay slope at L*: direct {1e3*pulay_direct:.3f},"
      f" estimate {1e3*pulay_estimate:.3f} millihartree/bohr")
first_order = -A**2 * rhoL_slope / (np.pi**2 * curvature * (M_fix + 0.5))
print(f"first-order fixed-basis displacement = {first_order:.4f} bohr")
print(f"actual fixed-basis displacement = {L_fix-L_star:.4f} bohr")
print(f"second case B = {B_SECOND} hartree: L* = {L_second:.4f} bohr,"
      f" smooth bias = {bias_second:+.4f} bohr")
print("Ec (hartree), M; minima fixed basis, raw cutoff, smooth (bohr)")
for cutoff in (50.0, 100.0, 200.0, 400.0, 800.0):
    M = int(L_star / jump_spacing(cutoff))
    print(f"  {cutoff:.0f} {M:2d} {basis_minimum(M):.4f}"
          f" {sawtooth_minimum(cutoff)[1]:.4f} {smooth_minimum(cutoff):.4f}")
print(f"{len(ratios)} cutoffs 100 to 1600 hartree: (raw - smooth)/spacing"
      f" from {min(ratios):.3f} to {max(ratios):.3f}")
print(f"raw minimum on a jump in {edge_count} of {len(ratios)} cutoffs")
print("done: every assertion held")
```

It prints:

```
A = 1.0 hartree bohr, B = 20.0 hartree, beta = 2.0 1/bohr
cutoff Ec = 100.0 hartree, Gc = 14.1421 1/bohr
jump spacing = 0.4443 bohr
converged minimum L* = 3.2162 bohr = 1.7020 angstrom
converged E(L*) = -0.53692 hartree = -14.6103 eV
kappa at L* = 1.06686 1/bohr
real-space grid electronic energy at L* = -0.56909 hartree
curvature E'' at L* = 0.06875 hartree/bohr^2
rho0 at L* = 0.93125 1/bohr
d rho0/dL at L* = -0.00026 1/bohr^2
d(L rho0)/dL at L* = 0.93042 1/bohr
jumps: m, scanned L, 2 pi m/Gc (bohr), drop, estimate (millihartree)
   5 2.2215 2.2214 7.701 7.612
   6 2.6655 2.6657 6.186 6.124
   7 3.1105 3.1100 5.229 5.182
   8 3.5545 3.5543 4.572 4.535
   9 3.9985 3.9986 4.091 4.061
  10 4.4425 4.4429 3.718 3.693
  11 4.8875 4.8872 3.415 3.395
fixed basis: M = 7, 15 plane waves
L (bohr); E converged, fixed cutoff, fixed basis, smooth (hartree)
  2.6 -0.51261 -0.47050 -0.48113 -0.47270
  2.8 -0.52792 -0.48963 -0.49443 -0.48836
  3.0 -0.53494 -0.49431 -0.49938 -0.49559
  3.2 -0.53691 -0.49922 -0.49922 -0.49765
  3.4 -0.53594 -0.49606 -0.49606 -0.49668
  3.6 -0.53338 -0.49586 -0.49124 -0.49405
  3.8 -0.53006 -0.49048 -0.48562 -0.49060
  4.0 -0.52649 -0.48892 -0.47973 -0.48689
effective strength of smooth curve = 0.95692 hartree bohr
fixed-basis minimum = 3.0874 bohr, error -4.01 %
raw fixed-cutoff minimum = 3.1100 bohr, error -3.30 %
smooth fixed-cutoff minimum = 3.2185 bohr, error +0.07 %
Pulay-corrected minimum = 3.2202 bohr, error +0.12 %
mid-tooth minimum = 3.2183 bohr, error +0.06 %
E at fixed-basis minimum = -0.49980 hartree
E at raw cutoff minimum = -0.49977 hartree, M = 7, on a jump: True
Pulay slope at L*: direct 11.023, estimate 11.153 millihartree/bohr
first-order fixed-basis displacement = -0.1828 bohr
actual fixed-basis displacement = -0.1289 bohr
second case B = 8.0 hartree: L* = 2.3201 bohr, smooth bias = +0.0264 bohr
Ec (hartree), M; minima fixed basis, raw cutoff, smooth (bohr)
  50  5 3.0573 3.1416 3.2204
  100  7 3.0874 3.1100 3.2185
  200 10 3.1159 3.1416 3.2174
  400 14 3.1387 3.1387 3.2169
  800 20 3.1584 3.1584 3.2166
24 cutoffs 100 to 1600 hartree: (raw - smooth)/spacing from -0.372 to 0.330
raw minimum on a jump in 21 of 24 cutoffs
done: every assertion held
```
